# Coaxial DRAM Capacitors and the Error of the Planar-Area Formula: a numerical check

```python
# Result under test: a coaxial capacitor (inner radius a, outer radius b,
# length L, permittivity eps, ends ignored) has C = 2 pi eps L / ln(b/a).
# The planar estimate eps * 2 pi r L / (b - a), with its area taken at radius r,
# is too small for r < r_star and too large for r > r_star, where
# r_star = (b - a) / ln(b/a) and a < sqrt(ab) < r_star < (a+b)/2 < b.
# For a double-sided cylindrical node (wall radii R1 < R2, dielectric d on both
# faces) the planar estimate with the wall's own areas is always too large.
# "Reduced capacitance" below means C / (eps L), a pure number.
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def fem_solution(inner, outer, n_radial):
    """Linear triangles in x, y; potential 1 on inner, 0 on outer electrode.
    Returns reduced capacitance from field energy, radii, potential on a ray."""
    n_angle = 5 * n_radial
    radii = np.linspace(inner, outer, n_radial + 1)
    angles = 2 * np.pi * np.arange(n_angle) / n_angle
    x = np.outer(radii, np.cos(angles)).ravel()
    y = np.outer(radii, np.sin(angles)).ravel()
    i, j = np.meshgrid(np.arange(n_radial), np.arange(n_angle), indexing="ij")
    i, j = i.ravel(), j.ravel()
    j_next = (j + 1) % n_angle
    p00, p10 = i * n_angle + j, (i + 1) * n_angle + j
    p01, p11 = i * n_angle + j_next, (i + 1) * n_angle + j_next
    tri = np.vstack([np.column_stack([p00, p10, p11]),
                     np.column_stack([p00, p11, p01])])
    xt, yt = x[tri], y[tri]
    gy = np.roll(yt, -1, axis=1) - np.roll(yt, -2, axis=1)
    gx = np.roll(xt, -2, axis=1) - np.roll(xt, -1, axis=1)
    twice_area = np.abs((xt[:, 1] - xt[:, 0]) * (yt[:, 2] - yt[:, 0])
                        - (xt[:, 2] - xt[:, 0]) * (yt[:, 1] - yt[:, 0]))
    local = (gy[:, :, None] * gy[:, None, :] + gx[:, :, None] * gx[:, None, :])
    local = local / (2 * twice_area[:, None, None])
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    stiffness = coo_matrix((local.ravel(), (rows, cols)),
                           shape=(x.size, x.size)).tocsr()
    potential = np.zeros(x.size)
    potential[:n_angle] = 1.0
    free = np.arange(n_angle, n_radial * n_angle)
    load = -(stiffness @ potential)[free]
    potential[free] = spsolve(stiffness[free][:, free].tocsc(), load)
    energy_twice = potential @ (stiffness @ potential)
    return energy_twice, radii, potential[::n_angle]


def fem_capacitance(inner, outer):
    """Reduced capacitance extrapolated from two mesh widths."""
    coarse = fem_solution(inner, outer, 20)[0]
    fine = fem_solution(inner, outer, 40)[0]
    return (4 * fine - coarse) / 3


gauss_x, gauss_w = np.polynomial.legendre.leggauss(60)


def harmonic_mean_radius(inner, outer):
    """Harmonic mean of r over the gap, by quadrature of 1/r."""
    r = 0.5 * (inner + outer) + 0.5 * (outer - inner) * gauss_x
    return 1.0 / np.sum(0.5 * gauss_w / r)


def log_mean(inner, outer):
    return (outer - inner) / np.log(outer / inner)


choices = {
    "inner": lambda p, q: p,
    "geometric mean": lambda p, q: np.sqrt(p * q),
    "arithmetic mean": lambda p, q: 0.5 * (p + q),
    "outer": lambda p, q: q,
}
expected_sign = {"inner": -1, "geometric mean": -1,
                 "arithmetic mean": 1, "outer": 1}

# Potential: Laplace's equation in Cartesian form and both boundary values
X, Y, A, B = sp.symbols("X Y A B", positive=True)
phi = sp.log(B / sp.sqrt(X**2 + Y**2)) / sp.log(B / A)
assert sp.simplify(sp.diff(phi, X, 2) + sp.diff(phi, Y, 2)) == 0
on_axis = phi.subs(Y, 0)
assert sp.simplify(on_axis.subs(X, A) - 1) == 0
assert sp.simplify(on_axis.subs(X, B)) == 0

# Capacitance and sign of each planar error against the finite-element energy
ratios = [1.2, 1.5, 3.0]
worst_fem = 0.0
for ratio in ratios:
    reduced = fem_capacitance(1.0, ratio)
    closed = 2 * np.pi / np.log(ratio)
    worst_fem = max(worst_fem, abs(reduced / closed - 1))
    for name, radius in choices.items():
        planar = 2 * np.pi * radius(1.0, ratio) / (ratio - 1.0)
        assert np.sign(planar / reduced - 1) == expected_sign[name]
assert worst_fem < 1e-5

# Ordering of the radii over many geometries, r_star from quadrature
rng = np.random.default_rng(4)
for ratio in np.exp(rng.uniform(0.01, 3.0, 2000)):
    r_h = harmonic_mean_radius(1.0, ratio)
    assert abs(r_h / log_mean(1.0, ratio) - 1) < 1e-10
    assert 1 < np.sqrt(ratio) < r_h < 0.5 * (1 + ratio) < ratio

# Small-gap expansions of planar/true - 1 in x = ln(b/a)
x_s = sp.symbols("x", positive=True)
r_star_s = (sp.exp(x_s) - 1) / x_s
claims = [(sp.Integer(1), -x_s / 2 + x_s**2 / 12),
          (sp.exp(x_s), x_s / 2 + x_s**2 / 12),
          ((1 + sp.exp(x_s)) / 2, x_s**2 / 12),
          (sp.exp(x_s / 2), -x_s**2 / 24)]
for radius_s, claim in claims:
    expansion = sp.series(radius_s / r_star_s - 1, x_s, 0, 3).removeO()
    assert sp.simplify(expansion - claim) == 0

# Worked coaxial example, lengths in nm
eps_r, a, b, length, voltage = 40.0, 10.0, 15.0, 1000.0, 0.5
d = b - a
eps_L = eps_r * epsilon_0 * length * 1e-9 * 1e15      # fF
C = 2 * np.pi * eps_L / np.log(b / a)
r_star = log_mean(a, b)
assert abs(eps_L * fem_capacitance(a, b) / C - 1) < 1e-5

# Radius at which the finite-element field equals the mean field
_, radii, ray = fem_solution(a, b, 40)
field = -np.diff(ray) / np.diff(radii)
middle = 0.5 * (radii[1:] + radii[:-1])
r_field = np.interp(1.0 / d, field[::-1], middle[::-1])
assert abs(r_field - r_star) < 2e-3      # interpolation error on this mesh

# Double-sided node: finite elements for the example, quadrature for the scan
R1, R2 = 12.0, 15.0
C_cup = 2 * np.pi * eps_L / np.log(R1 / (R1 - d))
C_pillar = 2 * np.pi * eps_L / np.log((R2 + d) / R2)
C_double = C_cup + C_pillar
P_cup, P_pillar = (2 * np.pi * eps_L * R / d for R in (R1, R2))
P_double = P_cup + P_pillar
fem_double = eps_L * (fem_capacitance(R1 - d, R1) + fem_capacitance(R2, R2 + d))
assert abs(fem_double / C_double - 1) < 1e-5
assert P_double > fem_double


def double_excess(r1, r2, gap):
    """(planar - true) / (2 pi eps L), true value from quadrature of 1/r."""
    true = (harmonic_mean_radius(r1 - gap, r1)
            + harmonic_mean_radius(r2, r2 + gap)) / gap
    return (r1 + r2) / gap - true


for _ in range(2000):
    gap_scaled = rng.uniform(0.02, 0.9)
    outer_wall = 1.0 + rng.uniform(0.01, 5.0)
    assert double_excess(1.0, outer_wall, gap_scaled) > 0
small_gap = 0.01
leading = small_gap / 12 * (1 / 1.0 + 1 / 1.5)
assert abs(double_excess(1.0, 1.5, small_gap) / leading - 1) < 0.01
leading_excess = 2 * np.pi * eps_L * d / 12 * (1 / R1 + 1 / R2)

# Gap-to-inner-radius ratios at which chosen error levels are reached
levels = {"inner": 0.10, "outer": 0.10,
          "arithmetic mean": 0.01, "geometric mean": 0.01}
thresholds = {}
for name, level in levels.items():
    def miss(s, name=name, level=level):
        r = choices[name](1.0, 1.0 + s)
        return abs(r / harmonic_mean_radius(1.0, 1.0 + s) - 1) - level
    thresholds[name] = brentq(miss, 1e-3, 5.0)

print(f"relative permittivity: {eps_r:.0f}")
print(f"inner radius a: {a:.0f} nm")
print(f"outer radius b: {b:.0f} nm")
print(f"gap d: {d:.0f} nm")
print(f"length L: {length:.0f} nm")
print(f"voltage V: {voltage:.1f} V")
print(f"ln(b/a): {np.log(b / a):.5f}")
print(f"2 pi eps L: {2 * np.pi * eps_L:.4f} fF")
print(f"coaxial capacitance C: {C:.4f} fF")
print(f"charge C V: {C * voltage:.4f} fC")
print(f"r_star: {r_star:.4f} nm")
print(f"radius where FEM field = V/d: {r_field:.4f} nm")
for name, radius in choices.items():
    r = radius(a, b)
    planar = 2 * np.pi * eps_L * r / d
    print(f"planar, {name}: r = {r:.4f} nm, {planar:.4f} fF, "
          f"error {100 * (planar / C - 1):+.2f} %")
print(f"mean field V/d: {voltage / d:.4f} V/nm")
print(f"field at inner electrode: {voltage / (a * np.log(b / a)):.4f} V/nm")
print(f"field at outer electrode: {voltage / (b * np.log(b / a)):.4f} V/nm")
end_disc = eps_r * epsilon_0 * np.pi * a**2 / d * 1e-9 * 1e15
print(f"flat-disc estimate of one end face: {end_disc:.4f} fF")
print(f"end face / sidewall: {100 * end_disc / C:.2f} %")
print("planar errors in %: inner, geometric, arithmetic, outer")
for ratio in ratios:
    errs = [100 * (f(1.0, ratio) / log_mean(1.0, ratio) - 1)
            for f in choices.values()]
    print(f"b/a = {ratio:.1f}: " + ", ".join(f"{e:+.2f}" for e in errs))
for name, s in thresholds.items():
    print(f"d/a for {100 * levels[name]:.0f} % error, {name}: {s:.3f}")
print(f"double-sided node: R1 = {R1:.0f} nm, R2 = {R2:.0f} nm, d = {d:.0f} nm")
for name, true, planar in [("inside face", C_cup, P_cup),
                           ("outside face", C_pillar, P_pillar),
                           ("both faces", C_double, P_double)]:
    print(f"{name}: true {true:.4f} fF, planar {planar:.4f} fF, "
          f"error {100 * (planar / true - 1):+.2f} %")
print(f"planar excess, both faces: {P_double - C_double:.4f} fF")
print(f"leading estimate of that excess: {leading_excess:.4f} fF")
print(f"largest FEM deviation, three ratios: {worst_fem:.1e} (relative)")
print("verified")
```

Running it gives:

```
relative permittivity: 40
inner radius a: 10 nm
outer radius b: 15 nm
gap d: 5 nm
length L: 1000 nm
voltage V: 0.5 V
ln(b/a): 0.40547
2 pi eps L: 2.2253 fF
coaxial capacitance C: 5.4883 fF
charge C V: 2.7441 fC
r_star: 12.3315 nm
radius where FEM field = V/d: 12.3318 nm
planar, inner: r = 10.0000 nm, 4.4506 fF, error -18.91 %
planar, geometric mean: r = 12.2474 nm, 5.4508 fF, error -0.68 %
planar, arithmetic mean: r = 12.5000 nm, 5.5633 fF, error +1.37 %
planar, outer: r = 15.0000 nm, 6.6759 fF, error +21.64 %
mean field V/d: 0.1000 V/nm
field at inner electrode: 0.1233 V/nm
field at outer electrode: 0.0822 V/nm
flat-disc estimate of one end face: 0.0223 fF
end face / sidewall: 0.41 %
planar errors in %: inner, geometric, arithmetic, outer
b/a = 1.2: -8.84, -0.14, +0.28, +9.39
b/a = 1.5: -18.91, -0.68, +1.37, +21.64
b/a = 3.0: -45.07, -4.86, +9.86, +64.79
d/a for 10 % error, inner: 0.230
d/a for 10 % error, outer: 0.214
d/a for 1 % error, arithmetic mean: 0.414
d/a for 1 % error, geometric mean: 0.635
double-sided node: R1 = 12 nm, R2 = 15 nm, d = 5 nm
inside face: true 4.1286 fF, planar 5.3407 fF, error +29.36 %
outside face: true 7.7353 fF, planar 6.6759 fF, error -13.70 %
both faces: true 11.8639 fF, planar 12.0166 fF, error +1.29 %
planar excess, both faces: 0.1527 fF
leading estimate of that excess: 0.1391 fF
largest FEM deviation, three ratios: 7.4e-08 (relative)
verified
```
